# Products and Integrals of Wigner Rotation Matrices: a program that tests the result

```python
"""Products and integrals of Wigner rotation matrices.

D^j_{m'm}(a,b,g) = <j m'| exp(-i a Jz) exp(-i b Jy) exp(-i g Jz) |j m>, hbar = 1.
Results under test (C = Clebsch-Gordan coefficient, W = 3j symbol):
  D^{j1} D^{j2} = sum_J C C D^J                      (Clebsch-Gordan series)
  int D^{j}* D^{k} = 8 pi^2/(2j+1) times deltas      (j + k integer)
  int D^{j1} D^{j2} D^{j3} = 8 pi^2 W(m') W(m)       (j1 + j2 + j3 integer)
Measure: da sin(b) db dg, with a, g in [0, 2 pi] and b in [0, pi].
Matrix index i stands for m = j - i.
"""
from fractions import Fraction
import numpy as np
from scipy.linalg import expm, null_space
from sympy import Rational
from sympy.physics.wigner import wigner_3j

PI = np.pi


def m_values(j):
    return j - np.arange(int(round(2 * j)) + 1)


def index(j, m):
    return int(round(j - m))


def spin_matrices(j):
    m = m_values(j)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    jx = (raising + raising.T) / 2
    jy = (raising - raising.T) / 2j
    return jx, jy, np.diag(m), raising


def rotation(j, a, b, g):
    """D matrix from its definition as three matrix exponentials."""
    _, jy, jz, _ = spin_matrices(j)
    return expm(-1j * a * jz) @ expm(-1j * b * jy) @ expm(-1j * g * jz)


def coupling(j1, j2, J):
    """C[i1, i2, iM]: highest-weight state, then repeated lowering."""
    k1, k2 = len(m_values(j1)), len(m_values(j2))
    _, _, z1, p1 = spin_matrices(j1)
    _, _, z2, p2 = spin_matrices(j2)
    raising = np.kron(p1, np.eye(k2)) + np.kron(np.eye(k1), p2)
    jz = np.kron(z1, np.eye(k2)) + np.kron(np.eye(k1), z2)
    top = null_space(np.vstack([raising, jz - J * np.eye(k1 * k2)]),
                     rcond=1e-10)
    assert top.shape[1] == 1
    state = top[:, 0]
    state = state * np.sign(state[index(j2, J - j1)])
    columns = [state]
    for M in m_values(J)[:-1]:
        state = raising.T @ state / np.sqrt(J * (J + 1) - M * (M - 1))
        columns.append(state)
    return np.array(columns).T.reshape(k1, k2, -1)


def three_j_table(j1, j2, j3):
    def exact(x):
        return Rational(int(round(2 * x)), 2)
    return np.array([[[float(wigner_3j(exact(j1), exact(j2), exact(j3),
                                       exact(a), exact(b), exact(c)))
                       for c in m_values(j3)] for b in m_values(j2)]
                     for a in m_values(j1)])


class AngleGrid:
    """Gauss-Legendre product grid for the three Euler angles."""

    def __init__(self, gamma_span, n=28):
        x, w = np.polynomial.legendre.leggauss(n)
        self.a, self.b = PI * (x + 1), PI / 2 * (x + 1)
        self.g = gamma_span / 2 * (x + 1)
        self.weight = np.einsum('a,b,c->abc', PI * w,
                                PI / 2 * w * np.sin(self.b),
                                gamma_span / 2 * w).ravel()
        self.store = {}

    def D(self, j):
        if j not in self.store:
            m, jy = m_values(j), spin_matrices(j)[1]
            d = np.array([expm(-1j * b * jy) for b in self.b])
            ea = np.exp(-1j * np.outer(self.a, m))
            eg = np.exp(-1j * np.outer(self.g, m))
            full = np.einsum('ap,bpq,cq->abcpq', ea, d, eg)
            self.store[j] = full.reshape(-1, len(m), len(m))
        return self.store[j]

    def single(self, j):
        return np.einsum('x,xpq->pq', self.weight, self.D(j))

    def overlap(self, j, k):
        """Array [m', m, n', n] of int D^j_{m'm}* D^k_{n'n}."""
        A, B = self.D(j), self.D(k)
        n = len(self.weight)
        left = (A.conj() * self.weight[:, None, None]).reshape(n, -1)
        return (left.T @ B.reshape(n, -1)).reshape(A.shape[1:] + B.shape[1:])

    def triple(self, j1, j2, j3):
        """Array [m1', m2', m1, m2, m3', m3] of the triple integral."""
        A, B, C = self.D(j1), self.D(j2), self.D(j3)
        n, k1, k2, k3 = len(A), A.shape[1], B.shape[1], C.shape[1]
        pair = np.einsum('xab,xcd->xacbd', A, B).reshape(n, -1)
        pair *= self.weight[:, None]
        return (pair.T @ C.reshape(n, -1)).reshape(k1, k2, k1, k2, k3, k3)


def delta_overlap(j, k, volume):
    nj, nk = len(m_values(j)), len(m_values(k))
    if j != k:
        return np.zeros((nj, nj, nk, nk))
    one = np.eye(nj)
    return volume / (2 * j + 1) * np.einsum('ac,bd->abcd', one, one)


angles = (0.7, 1.1, 0.4)

# Clebsch-Gordan series, every matrix element
series_error = 0.0
for j1, j2 in [(0.5, 0.5), (1, 0.5), (1, 1.5), (2, 1), (1.5, 1.5)]:
    for abg in [angles, (2.9, 2.3, 5.1)]:
        product = np.kron(rotation(j1, *abg), rotation(j2, *abg))
        total = np.zeros_like(product)
        for J in np.arange(abs(j1 - j2), j1 + j2 + 0.5):
            C = coupling(j1, j2, J).reshape(len(product), -1)
            total += C @ rotation(J, *abg) @ C.T
        series_error = max(series_error, np.abs(product - total).max())
assert series_error < 1e-11

# Conjugation symmetry, reality of d, rotated Jz, and action of Y
for j in [0.5, 1, 1.5, 2, 2.5]:
    D, m = rotation(j, *angles), m_values(j)
    sign = (-1.0) ** np.rint(m[:, None] - m[None, :])
    assert np.allclose(D.conj(), sign * D[::-1, ::-1], atol=1e-12)
    jx, jy, jz, raising = spin_matrices(j)
    b = angles[1]
    d = expm(-1j * b * jy)
    assert np.abs(d.imag).max() < 1e-12
    phases = np.exp(-1j * (angles[0] * m[:, None] + angles[2] * m[None, :]))
    assert np.allclose(D, phases * d, atol=1e-12)
    assert np.allclose(d.conj().T @ jz @ d,
                       jz * np.cos(b) - jx * np.sin(b), atol=1e-12)
    Y = expm(-1j * PI * jy)
    assert np.allclose(Y @ raising @ Y.conj().T, -raising.T, atol=1e-11)

# Differential equation of d^J_00 by central differences
h = 1e-3
for J in [1, 2, 3]:
    for b in [0.6, 1.3, 2.2]:
        lo, mid, hi = [rotation(J, 0, x, 0)[J, J].real
                       for x in (b - h, b, b + h)]
        residual = ((hi - 2 * mid + lo) / h**2
                    + (hi - lo) / (2 * h * np.tan(b)) + J * (J + 1) * mid)
        assert abs(residual) < 1e-4   # truncation error of order h^2

# Singlet coefficients
for j in [0.5, 1, 1.5, 2]:
    m = m_values(j)
    expected = np.diag((-1.0) ** np.rint(j - m))[:, ::-1] / np.sqrt(2 * j + 1)
    assert np.allclose(coupling(j, j, 0)[:, :, 0], expected, atol=1e-12)

# Integral of one D matrix, integer J
grid = AngleGrid(2 * PI)
volume = 8 * PI**2
for J in range(5):
    expected = volume if J == 0 else 0.0
    assert np.allclose(grid.single(J), expected, atol=1e-9)

# Orthogonality, every element, for j + k integer
orthogonality_error = 0.0
for j, k in [(0, 1), (1, 1), (1, 2), (2, 2), (0.5, 0.5), (0.5, 1.5),
             (1.5, 1.5), (1.5, 2.5)]:
    difference = grid.overlap(j, k) - delta_overlap(j, k, volume)
    orthogonality_error = max(orthogonality_error, np.abs(difference).max())
assert orthogonality_error < 1e-9

# Triple integral, every element; (1, 1, 3) violates the triangle rule
triple_error = 0.0
for js in [(0.5, 0.5, 1), (1, 1, 1), (1, 2, 2), (1, 1, 3), (1, 1.5, 2.5),
           (1.5, 1, 0.5)]:
    W = three_j_table(*js)
    expected = volume * np.einsum('ace,bdf->acbdef', W, W)
    difference = grid.triple(*js) - expected
    triple_error = max(triple_error, np.abs(difference).max())
    j1, j2, j3 = js
    if abs(j1 - j2) <= j3 <= j1 + j2:
        phase = (-1.0) ** np.rint(j1 - j2 - m_values(j3))
        from_C = phase * coupling(*js)[:, :, ::-1] / np.sqrt(2 * j3 + 1)
        assert np.allclose(W, from_C, atol=1e-12)
assert triple_error < 1e-9

# Half-integer total: the 2 pi range fails, the 4 pi range works
double_grid = AngleGrid(4 * PI)
short_range = grid.single(0.5)[0, 0]
long_range = double_grid.single(0.5)[0, 0]
assert abs(short_range + 64 / 3) < 1e-9
assert abs(long_range) < 1e-9
for j, k in [(0.5, 0.5), (0.5, 1), (1, 1), (1, 1.5)]:
    assert np.allclose(double_grid.overlap(j, k),
                       delta_overlap(j, k, 2 * volume), atol=1e-9)

# Worked example
j1, j2, j3 = 1, 1.5, 2.5
p1, p2, q1, q2 = 1, -0.5, 0, 0.5      # m1', m2', m1, m2
P, Q = p1 + p2, q1 + q2               # M', M


def show(z):
    return f"{z.real + 0.0:+.6f} {z.imag + 0.0:+.6f}i"


def signed_square(c):
    fraction = Fraction(float(c * c)).limit_denominator(1000)
    assert abs(float(fraction) - c * c) < 1e-12
    return ('-' if c < 0 else '+') + str(fraction)


print("All D values, coefficients and integrals are dimensionless")
print("alpha, beta, gamma (rad):", *angles)
print(f"j1 = {j1}, j2 = {j2}; m1' = {p1}, m2' = {p2}; m1 = {q1}, m2 = {q2}")
D1 = rotation(j1, *angles)[index(j1, p1), index(j1, q1)]
D2 = rotation(j2, *angles)[index(j2, p2), index(j2, q2)]
print("D^1 element      :", show(D1))
print("D^3/2 element    :", show(D2))
print("direct product   :", show(D1 * D2))
series_sum = 0
for J in [0.5, 1.5, 2.5]:
    C = coupling(j1, j2, J)
    c_left = C[index(j1, p1), index(j2, p2), index(J, P)]
    c_right = C[index(j1, q1), index(j2, q2), index(J, Q)]
    DJ = rotation(J, *angles)[index(J, P), index(J, Q)]
    term = c_left * c_right * DJ
    series_sum += term
    print(f"J = {J}: C(m') = {c_left:+.6f}, C(m) = {c_right:+.6f}")
    print("   sign and square of C(m'), C(m):",
          signed_square(c_left), signed_square(c_right))
    print("   D^J element   :", show(DJ))
    print("   term          :", show(term))
print("sum of the terms :", show(series_sum))
assert abs(series_sum - D1 * D2) < 1e-12

print(f"group volume 8 pi^2 = {volume:.6f}")
r, s = index(j2, p2), index(j2, q2)
norm = grid.overlap(j2, j2)[r, s, r, s]
print(f"norm integral of the D^3/2 element, quadrature = {norm.real:.6f}")
print(f"8 pi^2/(2j+1) for j = 3/2 = {volume / (2 * j2 + 1):.6f}")

W = three_j_table(j1, j2, j3)
w_left = W[index(j1, p1), index(j2, p2), index(j3, -P)]
w_right = W[index(j1, q1), index(j2, q2), index(j3, -Q)]
value = grid.triple(j1, j2, j3)[index(j1, p1), index(j2, p2), index(j1, q1),
                                index(j2, q2), index(j3, -P), index(j3, -Q)]
print(f"triple integral: j3 = {j3}, m3' = {-P}, m3 = {-Q}")
print(f"3j(m') = {w_left:+.6f}, 3j(m) = {w_right:+.6f}")
print("sign and square of 3j(m'), 3j(m):",
      signed_square(w_left), signed_square(w_right))
print(f"triple integral, quadrature = {value.real:+.6f}")
print(f"8 pi^2 3j(m') 3j(m)         = {volume * w_left * w_right:+.6f}")

print("integral of D^1/2_{1/2,1/2}, gamma to 2 pi:",
      f"{short_range.real:+.6f}")
print(f"the same, gamma to 4 pi: magnitude below 1e-9 is "
      f"{bool(abs(long_range) < 1e-9)}")
print(f"largest error, Clebsch-Gordan series: {series_error:.0e}")
print(f"largest error, orthogonality        : {orthogonality_error:.0e}")
print(f"largest error, triple integral      : {triple_error:.0e}")
print("checks complete")
```

It prints:

```
All D values, coefficients and integrals are dimensionless
alpha, beta, gamma (rad): 0.7 1.1 0.4
j1 = 1, j2 = 1.5; m1' = 1, m2' = -0.5; m1 = 0, m2 = 0.5
D^1 element      : -0.481987 +0.405972i
D^3/2 element    : +0.610049 +0.092200i
direct product   : -0.331466 +0.203224i
J = 0.5: C(m') = +0.408248, C(m) = -0.577350
   sign and square of C(m'), C(m): +1/6 -1/3
   D^J element   : +0.726798 -0.445604i
   term          : -0.171308 +0.105030i
J = 1.5: C(m') = +0.730297, C(m) = -0.258199
   sign and square of C(m'), C(m): +8/15 -1/15
   D^J element   : +0.131110 -0.080384i
   term          : -0.024722 +0.015157i
J = 2.5: C(m') = +0.547723, C(m) = +0.774597
   sign and square of C(m'), C(m): +3/10 +3/5
   D^J element   : -0.319226 +0.195719i
   term          : -0.135436 +0.083037i
sum of the terms : -0.331466 +0.203224i
group volume 8 pi^2 = 78.956835
norm integral of the D^3/2 element, quadrature = 19.739209
8 pi^2/(2j+1) for j = 3/2 = 19.739209
triple integral: j3 = 2.5, m3' = -0.5, m3 = -0.5
3j(m') = +0.223607, 3j(m) = +0.316228
sign and square of 3j(m'), 3j(m): +1/20 +1/10
triple integral, quadrature = +5.583091
8 pi^2 3j(m') 3j(m)         = +5.583091
integral of D^1/2_{1/2,1/2}, gamma to 2 pi: -21.333333
the same, gamma to 4 pi: magnitude below 1e-9 is True
largest error, Clebsch-Gordan series: 1e-15
largest error, orthogonality        : 9e-14
largest error, triple integral      : 3e-14
checks complete
```
